**Numerical test of the fourth-order residual in (E + F)/2**

The program tests the result (E + F)/2 = E₀ + Rτ⁴ + O(τ⁶), with R = (π⁴/360)(7D″ − 5D′²/D), at fixed electron number. Here τ = k_BT, E is the energy, F = E − TS the free energy, E₀ the zero-temperature energy, and D the density of states at the Fermi level, with both spins included. For a tight-binding chain, it asserts that explicit k sums reproduce the quadratic coefficients of E and F and the quartic coefficient of their average to within 0.1% after low-temperature extrapolation. It also asserts that a complex-contour calculation at 800 K reproduces the electron number to 10⁻⁹ and E and F to 10⁻⁹ eV. Further assertions cover the k points needed at the first pole, the temperatures allowed by an energy tolerance, fixed chemical potential, a self-consistent two-chain model and a linear node. At 800 K the output shows errors of about +1440 µeV in E and −1438 µeV in F, but 1.18 µeV in their average. For the linear node a cubic error remains, so the fourth-order law depends on a smooth density of states.

## Verification by program

```python
"""
Result under test: at fixed electron number, with tau = k_B T,
    (E + F)/2 = E0 + R tau^4 + O(tau^6),
    R = (pi^4/360) (7 D'' - 5 D'^2/D),
while E and F = E - TS separately deviate by +/- (pi^2/6) D tau^2.
D is the density of states (both spins) at the zero-temperature Fermi level.
Model: chain eps(k) = -2 t cos k, energies in eV per site.
G(z) is the trace of the resolvent and W(z) its primitive, W' = G.
The thermal side is computed from explicit k sums of energy and entropy.
"""
import numpy as np
from scipy.constants import k, e
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, zeta

KB = k / e                      # eV per kelvin
A2 = np.pi**2 / 6
A4 = 7 * np.pi**4 / 360


def entropy_function(x):
    """-f ln f - (1-f) ln(1-f) for f = 1/(1+exp(x)), without cancellation."""
    y = np.abs(x)
    return np.log1p(np.exp(-y)) + y * expit(-y)


def thermal_sums(mu, tau, t, nk=4000):
    """Electron number, energy and T*S per site from a k sum."""
    kk = 2 * np.pi * (np.arange(nk) + 0.5) / nk
    eps = -2 * t * np.cos(kk)
    x = (eps - mu) / tau
    f = expit(-x)
    return (2 * np.mean(f), 2 * np.mean(eps * f),
            2 * tau * np.mean(entropy_function(x)))


def canonical(n, tau, t, nk=4000):
    """Chemical potential, energy and T*S at fixed electron number n."""
    mu = brentq(lambda m: thermal_sums(m, tau, t, nk)[0] - n,
                -2 * t, 2 * t, xtol=1e-14, rtol=1e-15)
    _, energy, ts = thermal_sums(mu, tau, t, nk)
    return mu, energy, ts


def ground(n, t):
    """Zero-temperature Fermi level, energy, D, D', D'' of the chain."""
    kf = np.pi * n / 2
    mu = -2 * t * np.cos(kf)
    u = 4 * t**2 - mu**2
    d = 2 / (np.pi * np.sqrt(u))
    return (mu, -4 * t / np.pi * np.sin(kf), d, d * mu / u,
            d * (4 * t**2 + 2 * mu**2) / u**2)


def residual_coefficient(d, d1, d2):
    return np.pi**4 / 360 * (7 * d2 - 5 * d1**2 / d)


def low_t_limit(scaled):
    """Remove the tau^2 correction using 300 K and 600 K."""
    return (4 * scaled(300 * KB) - scaled(600 * KB)) / 3


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Moments of the Fermi-function derivative
def minus_df(x):
    return expit(x) * expit(-x)


m2 = 2 * quad(lambda x: x**2 / 2 * minus_df(x), 0, 60)[0]
m4 = 2 * quad(lambda x: x**4 / 24 * minus_df(x), 0, 60)[0]
assert close(m2, A2, 1e-8) and close(m4, A4, 1e-8)

# Main model
t, n = 2.0, 2.0 / 3.0
mu0, e0, d, d1, d2 = ground(n, t)
R = residual_coefficient(d, d1, d2)
velocity = 2 * t * np.sin(np.pi * n / 2)
print(f"Hopping t = {t:.1f} eV, electrons per site = {n:.6f}")
print(f"Fermi level mu0 = {mu0:.6f} eV, E0 = {e0:.8f} eV/site")
print(f"D = {d:.6f} 1/eV, D' = {d1:.6f} 1/eV^2, D'' = {d2:.6f} 1/eV^3")
print(f"Second moment coefficient = {m2:.6f}, fourth = {m4:.6f}")
print(f"T^2 coefficient (pi^2/6) D = {A2*d:.6f} 1/eV")
print(f"T^4 coefficient R = {R:.6f} 1/eV^3")


def shifts(tau, nk=4000):
    """Shifts of mu, E, F and (E+F)/2 from their zero-temperature values."""
    mu, energy, ts = canonical(n, tau, t, nk)
    return mu - mu0, energy - e0, energy - ts - e0, energy - ts / 2 - e0


lim_mu = low_t_limit(lambda s: shifts(s)[0] / s**2)
lim_e = low_t_limit(lambda s: shifts(s)[1] / s**2)
lim_f = low_t_limit(lambda s: shifts(s)[2] / s**2)
lim_f4 = low_t_limit(lambda s: (shifts(s)[2] + A2 * d * s**2) / s**4)
lim_avg = low_t_limit(lambda s: shifts(s)[3] / s**4)
assert close(lim_mu, -A2 * d1 / d, 1e-3)
assert close(lim_e, A2 * d, 1e-3)
assert close(lim_f, -A2 * d, 1e-3)
assert close(lim_f4, -R, 1e-3)
assert close(lim_avg, R, 1e-3)
print(f"R extrapolated from k sums = {lim_avg:.6f} 1/eV^3")

# The sixth-order term of F must enter the average with factor -2
s = 400 * KB
_, _, df, da = shifts(s)
six = (da - R * s**4) / (df + A2 * d * s**2 + R * s**4)
assert abs(six + 2) < 0.05
print(f"Sixth-order remainder, average over F, at 400 K = {six:.4f}")

# Temperature table and k points needed at the first pole of f
mesh_tol = 1e-6


def green(z):
    return 2 / (np.sqrt(z - 2 * t) * np.sqrt(z + 2 * t))


def points_needed(tau):
    z = mu0 + 1j * np.pi * tau
    exact = green(z)
    for nk in range(4, 5000):
        kk = 2 * np.pi * np.arange(nk) / nk
        approx = 2 * np.mean(1 / (z + 2 * t * np.cos(kk)))
        if abs(approx / exact - 1) < mesh_tol:
            return nk
    raise RuntimeError("k mesh limit reached")


print(f"Velocity at mu0 = {velocity:.6f} eV; mesh tolerance = {mesh_tol:.0e}")
avg_shift = {}
for temp in (400, 800, 1600):
    s = temp * KB
    dm, de, df, da = shifts(s)
    avg_shift[temp] = da
    nk = points_needed(s)
    estimate = np.log(2 / mesh_tol) * velocity / (np.pi * s)
    assert close(nk, estimate, 0.03)
    print(f"T = {temp} K: tau = {s:.6f} eV, pi*tau = {np.pi*s:.6f} eV")
    print(f"  mu shift = {dm*1e6:.2f} micro-eV")
    print(f"  E-E0 = {de*1e6:.3f}, F-E0 = {df*1e6:.3f} micro-eV")
    print(f"  (E+F)/2-E0 = {da*1e6:.5f}, R tau^4 = {R*s**4*1e6:.5f} micro-eV")
    print(f"  k points at first pole = {nk}, estimate = {estimate:.1f}")
order_low = np.log2(avg_shift[800] / avg_shift[400])
order_high = np.log2(avg_shift[1600] / avg_shift[800])
assert abs(order_low - 4) < 0.1
print(f"Observed order, 400 to 800 K = {order_low:.4f}")
print(f"Observed order, 800 to 1600 K = {order_high:.4f}")

# Temperatures allowed by an energy tolerance
delta = 1e-6
tau_raw = np.sqrt(delta / (A2 * d))
tau_avg = (delta / abs(R)) ** 0.25
assert close(shifts(tau_raw, 40000)[1], delta, 0.05)
assert close(abs(shifts(tau_avg)[3]), delta, 0.05)
print(f"Energy tolerance = {delta*1e6:.1f} micro-eV")
print(f"  allowed T: raw energy {tau_raw/KB:.2f} K, average {tau_avg/KB:.1f} K")
print(f"  ratio of allowed temperatures = {tau_avg/tau_raw:.2f}")


# Fixed chemical potential instead of fixed electron number
def fixed_mu(tau):
    num, energy, ts = thermal_sums(mu0, tau, t)
    plain = energy - ts / 2 - e0
    return plain, plain - mu0 * (num - n)


lim_plain = low_t_limit(lambda s: fixed_mu(s)[0] / s**2)
lim_grand = low_t_limit(lambda s: fixed_mu(s)[1] / s**4)
assert close(lim_plain, mu0 * A2 * d1, 1e-3)
assert close(lim_grand, A4 * d2, 1e-3)
print(f"Fixed mu: T^2 coefficient of (E+F)/2 = {lim_plain:.6f} 1/eV")
print(f"Fixed mu: T^4 coefficient, grand average = {lim_grand:.6f} 1/eV^3")

# Complex contour at 800 K: up from below the band, then parallel to the axis
s = 800 * KB
mu, energy, ts = canonical(n, s, t)
n_poles = 4
height = 2 * np.pi * n_poles * s
bottom = -2.5 * t
corners = [bottom, bottom + 1j * height]
corners += [mu + c * s + 1j * height for c in (-36, -12, 0, 12, 36)]
nodes, weights = np.polynomial.legendre.leggauss(24)
zs, ws = [], []
for a, b in zip(corners[:-1], corners[1:]):
    zs.append((a + b) / 2 + (b - a) / 2 * nodes)
    ws.append((b - a) / 2 * weights)
zs, ws = np.concatenate(zs), np.concatenate(ws)
fermi = 1 / (1 + np.exp((zs - mu) / s))
poles = mu + 1j * np.pi * s * (2 * np.arange(1, n_poles + 1) - 1)


def primitive(z):
    root = np.sqrt(z - 2 * t) * np.sqrt(z + 2 * t)
    return 2 * (np.log((z + root) / 2) - 1j * np.pi)


def contour(func):
    """-(1/pi) Im of the real-axis integral of f times func."""
    total = np.sum(ws * fermi * func(zs))
    total -= 2j * np.pi * s * np.sum(func(poles))
    return -total.imag / np.pi


n_c = contour(green)
e_c = contour(lambda z: z * green(z))
f_c = -contour(primitive) + mu * n_c
assert abs(n_c - n) < 1e-9
assert abs(e_c - energy) < 1e-9
assert abs(f_c - (energy - ts)) < 1e-9
print(f"Contour at 800 K: {n_poles} poles, height = {height:.6f} eV")
print(f"  bottom = {bottom:.2f} eV, quadrature points = {len(zs)}")
print(f"  N = {n_c:.9f}, E = {e_c:.9f} eV, F = {f_c:.9f} eV")
print(f"  (E+F)/2-E0 on contour = {((e_c+f_c)/2-e0)*1e6:.5f} micro-eV")

# Self-consistent case: two chains exchange charge, energy U/2 (na^2 + nb^2)
ta, tb, offset, U, n_tot = 2.0, 1.5, -5.5, 2.0, 2.0


def balance(x, mua, mub):
    return mua + U * x - mub - offset - U * (n_tot - x)


def static_energy(x):
    return offset * (n_tot - x) + U / 2 * (x**2 + (n_tot - x)**2)


x0 = brentq(lambda x: balance(x, ground(x, ta)[0],
                            ground(n_tot - x, tb)[0]), 0.2, 1.8, xtol=1e-14)
ga, gb = ground(x0, ta), ground(n_tot - x0, tb)
e0_sc = ga[1] + gb[1] + static_energy(x0)


def self_consistent_average(tau):
    x = brentq(lambda y: balance(y, canonical(y, tau, ta)[0],
                                canonical(n_tot - y, tau, tb)[0]),
               0.2, 1.8, xtol=1e-13)
    _, ea, tsa = canonical(x, tau, ta)
    _, eb, tsb = canonical(n_tot - x, tau, tb)
    return ea + eb + static_energy(x) - (tsa + tsb) / 2 - e0_sc


frozen = residual_coefficient(*ga[2:]) + residual_coefficient(*gb[2:])
slope = -A2 * (ga[3] / ga[2] - gb[3] / gb[2])
stiffness = 1 / ga[2] + 1 / gb[2] + 2 * U
response = slope**2 / (2 * stiffness)
lim_sc = low_t_limit(lambda s: self_consistent_average(s) / s**4)
assert close(lim_sc, frozen + response, 2e-3)
print(f"Two chains: ta = {ta} eV, tb = {tb} eV, offset = {offset} eV, U = {U} eV")
print(f"  total electrons = {n_tot:.1f}, on chain a at T=0 = {x0:.6f}")
print(f"  R frozen = {frozen:.6f}, response = {response:.6f} 1/eV^3")
print(f"  R from self-consistent k sums = {lim_sc:.6f} 1/eV^3")

# Linear node D = g |eps| with mu = 0; energies in units of g tau^3
node_e = 2 * quad(lambda x: x**2 * expit(-x), 0, 60)[0]
node_ts = 2 * quad(lambda x: x * entropy_function(x), 0, 60)[0]
node_f = node_e - node_ts
node_avg = node_e - node_ts / 2
assert close(node_f, -1.5 * zeta(3), 1e-7)
assert close(node_avg, 0.75 * zeta(3), 1e-7)
print(f"Linear node: (F-E0)/(g tau^3) = {node_f:.6f} (dimensionless)")
print(f"  average shift/(g tau^3) = {node_avg:.6f} (dimensionless)")

print("finished without a failed check")
```

Printed output:

```
Hopping t = 2.0 eV, electrons per site = 0.666667
Fermi level mu0 = -2.000000 eV, E0 = -2.20531558 eV/site
D = 0.183776 1/eV, D' = -0.030629 1/eV^2, D'' = 0.030629 1/eV^3
Second moment coefficient = 1.644934, fourth = 1.894066
T^2 coefficient (pi^2/6) D = 0.302300 1/eV
T^4 coefficient R = 0.051108 1/eV^3
R extrapolated from k sums = 0.051104 1/eV^3
Sixth-order remainder, average over F, at 400 K = -2.0079
Velocity at mu0 = 3.464102 eV; mesh tolerance = 1e-06
T = 400 K: tau = 0.034469 eV, pi*tau = 0.108289 eV
  mu shift = 326.16 micro-eV
  E-E0 = 359.390, F-E0 = -359.245 micro-eV
  (E+F)/2-E0 = 0.07252, R tau^4 = 0.07215 micro-eV
  k points at first pole = 465, estimate = 464.1
T = 800 K: tau = 0.068939 eV, pi*tau = 0.216577 eV
  mu shift = 1309.85 micro-eV
  E-E0 = 1440.217, F-E0 = -1437.859 micro-eV
  (E+F)/2-E0 = 1.17931, R tau^4 = 1.15435 micro-eV
  k points at first pole = 233, estimate = 232.1
T = 1600 K: tau = 0.137877 eV, pi*tau = 0.433154 eV
  mu shift = 5331.53 micro-eV
  E-E0 = 5807.002, F-E0 = -5766.131 micro-eV
  (E+F)/2-E0 = 20.43533, R tau^4 = 18.46959 micro-eV
  k points at first pole = 117, estimate = 116.0
Observed order, 400 to 800 K = 4.0234
Observed order, 800 to 1600 K = 4.1151
Energy tolerance = 1.0 micro-eV
  allowed T: raw energy 21.11 K, average 771.8 K
  ratio of allowed temperatures = 36.57
Fixed mu: T^2 coefficient of (E+F)/2 = 0.100765 1/eV
Fixed mu: T^4 coefficient, grand average = 0.058010 1/eV^3
Contour at 800 K: 4 poles, height = 1.732618 eV
  bottom = -5.00 eV, quadrature points = 144
  N = 0.666666667, E = -2.203875364 eV, F = -2.206753441 eV
  (E+F)/2-E0 on contour = 1.17931 micro-eV
Two chains: ta = 2.0 eV, tb = 1.5 eV, offset = -5.5 eV, U = 2.0 eV
  total electrons = 2.0, on chain a at T=0 = 0.616527
  R frozen = 0.236153, response = 0.024545 1/eV^3
  R from self-consistent k sums = 0.260598 1/eV^3
Linear node: (F-E0)/(g tau^3) = -1.803085 (dimensionless)
  average shift/(g tau^3) = 0.901543 (dimensionless)
finished without a failed check
```
